# Counting electrons at tungsten in a bis(imido)bis(amido) complex: a program that tests the result

```python
# Result under test: W(N-tBu)2(NMe2)2 has 16 electrons at W when each imide
# shares 3 pairs and each amide shares 1 pair (its lone pair stays on N).
# A ledger of all valence electrons tests the ligand-counting schemes.
# An orbital model tests how many donor pairs can bond to the W s, p, d set.
# Axes: imide N atoms in the xz plane, amide N atoms in the yz plane.
# D: metal energies above the donor level; V: metal-donor coupling matrix.
# Model lengths are in nm, Gaussian exponents in nm^-2, energies in eV.
import numpy as np
from scipy.constants import k as boltzmann, e as charge

VALENCE = {"W": 6, "N": 5, "C": 4, "H": 1}


def molecular_ledger(imide_orders, amide_orders):
    """Valence electrons left at W after removing all ligand-only electrons."""
    atoms, bonds = ["W"], []

    def add(symbol, parent, order=1):
        atoms.append(symbol)
        bonds.append((parent, len(atoms) - 1, order))
        return len(atoms) - 1

    def add_methyl(parent):
        carbon = add("C", parent)
        for _ in range(3):
            add("H", carbon)

    for order in imide_orders:
        nitrogen = add("N", 0, order)
        central_carbon = add("C", nitrogen)
        for _ in range(3):
            add_methyl(central_carbon)
    for order in amide_orders:
        nitrogen = add("N", 0, order)
        for _ in range(2):
            add_methyl(nitrogen)

    total = sum(VALENCE[a] for a in atoms)
    ligand_bonds = 2 * sum(o for i, j, o in bonds if 0 not in (i, j))
    lone = 0
    for index, symbol in enumerate(atoms):
        if symbol in ("N", "C"):
            order_sum = sum(o for i, j, o in bonds if index in (i, j))
            lone += 8 - 2 * order_sum
    formula = {s: atoms.count(s) for s in ("C", "H", "N", "W")}
    return total, ligand_bonds, lone, total - ligand_bonds - lone, formula


# Counts from the two ligand schemes
imide_neutral = VALENCE["N"] - 1
amide_neutral = VALENCE["N"] - 2 - 2
neutral_count = VALENCE["W"] + 2 * imide_neutral + 2 * amide_neutral
d_electrons = VALENCE["W"] - 2 * 2 - 2 * 1
imide_ionic = imide_neutral + 2
amide_ionic = amide_neutral + 1
ionic_count = d_electrons + 2 * imide_ionic + 2 * amide_ionic

total, ligand_bonds, lone, ledger_count, formula = molecular_ledger((3, 3), (1, 1))
one_bent = molecular_ledger((3, 2), (1, 1))[3]
two_bent = molecular_ledger((2, 2), (1, 1))[3]
naive_full = molecular_ledger((3, 3), (2, 2))[3]
assert neutral_count == ledger_count == 16
assert ionic_count == ledger_count
assert (one_bent, two_bent, naive_full) == (14, 12, 20)

# Orbital model: round parameters, rough typical bond lengths
imide_length, amide_length = 0.175, 0.195
sp_exponent, d_exponent, n_exponent = 70.0, 110.0, 140.0
coupling_scale = 10.0
s_energy, p_energy, d_energy = 6.0, 10.0, 5.0
deposition_temperature = 620.0
cos_half, sin_half = np.sqrt(1 / 3), np.sqrt(2 / 3)

nodes, weights = np.polynomial.hermite.hermgauss(6)
grid = np.array(np.meshgrid(nodes, nodes, nodes, indexing="ij")).reshape(3, -1)
grid_weights = np.einsum("i,j,k->ijk", weights, weights, weights).ravel()


def raw_overlap(f, g):
    """Quadrature of two polynomial-times-Gaussian orbitals."""
    (a, alpha, poly_a), (b, beta, poly_b) = f, g
    gamma = alpha + beta
    centre = (alpha * a + beta * b) / gamma
    r = centre[:, None] + grid / np.sqrt(gamma)
    damping = np.exp(-alpha * beta / gamma * np.dot(a - b, a - b))
    values = poly_a(r - a[:, None]) * poly_b(r - b[:, None])
    return damping * np.sum(grid_weights * values) / gamma**1.5


def overlap(f, g):
    return raw_overlap(f, g) / np.sqrt(raw_overlap(f, f) * raw_overlap(g, g))


origin = np.zeros(3)
metal_polys = [
    lambda r: np.ones_like(r[0]),
    lambda r: r[0], lambda r: r[1], lambda r: r[2],
    lambda r: 2 * r[2]**2 - r[0]**2 - r[1]**2,
    lambda r: r[0]**2 - r[1]**2,
    lambda r: r[0] * r[1], lambda r: r[0] * r[2], lambda r: r[1] * r[2],
]
metal = [(origin, sp_exponent if i < 4 else d_exponent, p)
         for i, p in enumerate(metal_polys)]
metal_energies = np.array([s_energy] + [p_energy] * 3 + [d_energy] * 5)


def donor_set(twist=None):
    """Eight donor pairs; a twist in degrees adds two amide lone pairs."""
    donors, lone_pairs = [], []
    for sign in (1, -1):
        u = np.array([sign * sin_half, 0, cos_half])
        in_plane = np.array([sign * cos_half, 0, -sin_half])
        for direction in (-u, in_plane, np.array([0.0, 1.0, 0.0])):
            donors.append((imide_length * u, direction))
    for sign in (1, -1):
        u = np.array([0, sign * sin_half, -cos_half])
        donors.append((amide_length * u, -u))
        if twist is not None:
            angle = np.radians(twist)
            in_plane = np.array([0, sign * cos_half, sin_half])
            across = np.array([sign * 1.0, 0, 0])
            direction = np.cos(angle) * in_plane + np.sin(angle) * across
            lone_pairs.append((amide_length * u, direction))
    return donors + lone_pairs


def donor_orbital(donor):
    position, direction = donor
    return position, n_exponent, lambda r: direction @ r


def solve_model(donors):
    orbitals = [donor_orbital(d) for d in donors]
    s = np.array([[overlap(m, f) for f in orbitals] for m in metal])
    n = len(donors)
    v = -coupling_scale * s
    h = np.block([[np.diag(metal_energies), v], [v.T, np.zeros((n, n))]])
    energies, vectors = np.linalg.eigh(h)
    populations = 2 * np.sum(vectors[:, :n]**2, axis=1)
    return {
        "lowered": int(np.sum(energies < -1e-6)),
        "unchanged": int(np.sum(abs(energies) < 1e-8)),
        "rank": int(np.linalg.matrix_rank(s, tol=1e-7)),
        "weakest": -max(energies[energies < -1e-6]),
        "metal_population": populations[:9].sum(),
        "donor_loss": 2 - populations[9:],
        "gap": energies[n] - energies[n - 1],
    }


# Symmetry count from characters under E, C2, sigma(xz), sigma(yz)
operations = [np.diag(d) for d in
              ([1, 1, 1], [-1, -1, 1], [1, -1, 1], [-1, 1, 1])]
irreps = {"a1": [1, 1, 1, 1], "a2": [1, 1, -1, -1],
          "b1": [1, -1, 1, -1], "b2": [1, -1, -1, 1]}
generic_point = np.array([[0.31], [0.73], [1.19]])


def multiplicities(characters):
    return {name: int(round(np.dot(row, characters) / 4))
            for name, row in irreps.items()}


def donor_symmetry(donors):
    return multiplicities([
        sum(d @ op @ d for r, d in donors if np.allclose(op @ r, r))
        for op in operations])


metal_symmetry = multiplicities([
    sum((p(op @ generic_point) / p(generic_point))[0] for p in metal_polys)
    for op in operations])


def symmetry_limit(donor_counts):
    return sum(min(metal_symmetry[i], donor_counts[i]) for i in irreps)


base_donors = donor_set()
base_symmetry = donor_symmetry(base_donors)
base = solve_model(base_donors)
assert base["lowered"] == base["rank"] == symmetry_limit(base_symmetry) == 8
assert metal_symmetry == {"a1": 4, "a2": 1, "b1": 2, "b2": 2}
assert base_symmetry == {"a1": 3, "a2": 1, "b1": 2, "b2": 2}

twisted = {}
lone_symmetry = {}
for twist, expected in ((0, 9), (45, 9), (90, 8)):
    donors = donor_set(twist)
    result = solve_model(donors)
    assert result["lowered"] == result["rank"] == expected
    assert result["unchanged"] == len(donors) - expected
    assert result["donor_loss"][8:].sum() > 1e-3
    if twist in (0, 90):
        assert symmetry_limit(donor_symmetry(donors)) == expected
        lone_symmetry[twist] = donor_symmetry(donors[8:])
    twisted[twist] = result
assert lone_symmetry[0] == {"a1": 1, "a2": 0, "b1": 0, "b2": 1}
assert lone_symmetry[90] == {"a1": 0, "a2": 1, "b1": 1, "b2": 0}

# Competition: perpendicular lone pairs reduce donation by the imide pi pairs
imide_pi = [1, 2, 4, 5]
imide_pi_alone = base["donor_loss"][imide_pi].sum()
imide_pi_competing = twisted[90]["donor_loss"][imide_pi].sum()
assert imide_pi_competing < imide_pi_alone

all_orbitals = [donor_orbital(d) for d in donor_set(0)]
largest_donor_overlap = max(
    abs(overlap(all_orbitals[i], all_orbitals[j]))
    for i in range(10) for j in range(i))
thermal_energy = boltzmann * deposition_temperature / charge


def show_symmetry(counts):
    return ", ".join(f"{name}: {number}" for name, number in counts.items())


print("ELECTRON COUNT (electrons)")
print("Atoms in molecule:", formula)
print("Neutral scheme, W / each imide / each amide:",
      VALENCE["W"], "/", imide_neutral, "/", amide_neutral)
print("Neutral scheme, total at W:", neutral_count)
print("Ionic scheme, W d electrons / each imide / each amide:",
      d_electrons, "/", imide_ionic, "/", amide_ionic)
print("Ionic scheme, total at W:", ionic_count)
print("Ledger, all valence electrons:", total)
print("Ledger, electrons in bonds not touching W:", ligand_bonds)
print("Ledger, electrons in N lone pairs:", lone)
print("Ledger, remainder at W:", ledger_count)
print("Count if one imide keeps a lone pair:", one_bent)
print("Count if both imides keep a lone pair:", two_bent)
print("Naive count with both amide lone pairs shared:", naive_full)
print("SYMMETRY (number of orbitals)")
print("W valence orbitals:", show_symmetry(metal_symmetry))
print("Eight donor pairs:", show_symmetry(base_symmetry))
print("Amide lone pairs in plane:", show_symmetry(lone_symmetry[0]))
print("Amide lone pairs perpendicular:", show_symmetry(lone_symmetry[90]))
print("MODEL INPUT")
print(f"W-N imide, amide length: {imide_length:.3f}, {amide_length:.3f} nm")
print(f"Exponents W s and p, W d, N: {sp_exponent:.0f}, "
      f"{d_exponent:.0f}, {n_exponent:.0f} nm^-2")
print(f"W s, p, d energies above donors: {s_energy:.0f}, "
      f"{p_energy:.0f}, {d_energy:.0f} eV")
print(f"Coupling per unit overlap: {-coupling_scale:.0f} eV")
print("MODEL RESULTS")
print("Lowered levels, eight donor pairs:", base["lowered"])
print(f"Smallest lowering, eight pairs: {base['weakest']:.3f} eV")
print(f"Metal population, eight pairs: {base['metal_population']:.2f} electrons")
for twist, result in twisted.items():
    print(f"Lone-pair twist {twist} deg: lowered {result['lowered']}, "
          f"nonbonding {result['unchanged']} levels")
    print(f"  electrons lost by both amide lone pairs: "
          f"{result['donor_loss'][8:].sum():.2f}")
print(f"Imide pi loss without amide lone pairs: {imide_pi_alone:.2f} electrons")
print(f"Imide pi loss with perpendicular ones: {imide_pi_competing:.2f} electrons")
print(f"Largest neglected donor-donor overlap: {largest_donor_overlap:.3f}")
print(f"Model gap with in-plane lone pairs: {twisted[0]['gap']:.2f} eV")
print(f"Thermal energy at {deposition_temperature:.0f} K: {thermal_energy:.3f} eV")
print("finished without a failed check")
```

It prints:

```
ELECTRON COUNT (electrons)
Atoms in molecule: {'C': 12, 'H': 30, 'N': 4, 'W': 1}
Neutral scheme, W / each imide / each amide: 6 / 4 / 1
Neutral scheme, total at W: 16
Ionic scheme, W d electrons / each imide / each amide: 0 / 6 / 2
Ionic scheme, total at W: 16
Ledger, all valence electrons: 104
Ledger, electrons in bonds not touching W: 84
Ledger, electrons in N lone pairs: 4
Ledger, remainder at W: 16
Count if one imide keeps a lone pair: 14
Count if both imides keep a lone pair: 12
Naive count with both amide lone pairs shared: 20
SYMMETRY (number of orbitals)
W valence orbitals: a1: 4, a2: 1, b1: 2, b2: 2
Eight donor pairs: a1: 3, a2: 1, b1: 2, b2: 2
Amide lone pairs in plane: a1: 1, a2: 0, b1: 0, b2: 1
Amide lone pairs perpendicular: a1: 0, a2: 1, b1: 1, b2: 0
MODEL INPUT
W-N imide, amide length: 0.175, 0.195 nm
Exponents W s and p, W d, N: 70, 110, 140 nm^-2
W s, p, d energies above donors: 6, 10, 5 eV
Coupling per unit overlap: -10 eV
MODEL RESULTS
Lowered levels, eight donor pairs: 8
Smallest lowering, eight pairs: 0.624 eV
Metal population, eight pairs: 3.33 electrons
Lone-pair twist 0 deg: lowered 9, nonbonding 1 levels
  electrons lost by both amide lone pairs: 0.38
Lone-pair twist 45 deg: lowered 9, nonbonding 1 levels
  electrons lost by both amide lone pairs: 0.38
Lone-pair twist 90 deg: lowered 8, nonbonding 2 levels
  electrons lost by both amide lone pairs: 0.34
Imide pi loss without amide lone pairs: 1.38 electrons
Imide pi loss with perpendicular ones: 1.25 electrons
Largest neglected donor-donor overlap: 0.024
Model gap with in-plane lone pairs: 6.66 eV
Thermal energy at 620 K: 0.053 eV
finished without a failed check
```
